# Interior strains of a matched elliptical via under thermal mismatch: a numerical check

```python
"""
Result under test: a long elliptical via (semi-axes a along x, b along y), bonded
to an unbounded matrix of equal isotropic stiffness, with isotropic mismatch
strain e and zero axial strain relative to the freely contracted matrix, has
    strain_xx = m b/(a+b),  strain_yy = m a/(a+b),  m = e (1+nu)/(1-nu),
so that a*strain_xx = b*strain_yy.
Symbols: nu Poisson ratio, mu shear modulus, lam Lame constant, E Young modulus.
Lengths are in micrometres, moduli in GPa; tension and expansion are positive.
"""
import numpy as np
from scipy.integrate import dblquad

I3 = np.eye(3)


def lame(E, nu):
    return E * nu / ((1 + nu) * (1 - 2 * nu)), E / (2 * (1 + nu))


def stiffness(c11, c12, c44, angle=0.0):
    """Cubic stiffness tensor, crystal turned by angle about z."""
    C = c12 * np.einsum('ij,kl->ijkl', I3, I3)
    C += c44 * (np.einsum('ik,jl->ijkl', I3, I3)
                + np.einsum('il,jk->ijkl', I3, I3))
    for q in range(3):
        C[q, q, q, q] += c11 - c12 - 2 * c44
    c, s = np.cos(angle), np.sin(angle)
    Q = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])
    return np.einsum('ip,jq,kr,ls,pqrs->ijkl', Q, Q, Q, Q, C, optimize=True)


def isotropic(E, nu):
    lam, mu = lame(E, nu)
    return stiffness(lam + 2 * mu, lam, mu)


def formula_strain(a, b, e, nu):
    m = e * (1 + nu) / (1 - nu)
    return np.array([m * b / (a + b), m * a / (a + b)])


def outside_displacement(x, y, a, b, e, nu):
    """Derived exterior field, from the conformal map of the ellipse."""
    m = e * (1 + nu) / (1 - nu)
    z = complex(x, y)
    focus = np.sqrt(complex(a * a - b * b))
    w = (z + np.sqrt(z - focus) * np.sqrt(z + focus)) / (a + b)
    g = m * a * b / ((a + b) * w)
    return np.array([g.real, -g.imag])


def layer_displacement(x, y, a, b, e, nu, n=4000):
    """Point-force solution integrated over the equivalent force layer."""
    lam, mu = lame(1.0, nu)
    t = 2 * np.pi * np.arange(n) / n
    rx, ry = x - a * np.cos(t), y - b * np.sin(t)
    fx, fy = b * np.cos(t), a * np.sin(t)      # outward normal times arc length
    r2 = rx**2 + ry**2
    log_part = -(3 - 4 * nu) * 0.5 * np.log(r2)
    dot = (rx * fx + ry * fy) / r2
    scale = (3 * lam + 2 * mu) * e / (8 * np.pi * mu * (1 - nu)) * 2 * np.pi / n
    return scale * np.array([np.sum(log_part * fx + rx * dot),
                             np.sum(log_part * fy + ry * dot)])


def gradient(field, x, y, h=1e-3):
    """Matrix of d u_i / d x_j by central differences."""
    dx = (field(x + h, y) - field(x - h, y)) / (2 * h)
    dy = (field(x, y + h) - field(x, y - h)) / (2 * h)
    return np.column_stack([dx, dy])


def general_strain(a, b, C_matrix, C_via, e, n=720):
    """Uniform via strain for any stiffness pair, by averaging over directions."""
    P = np.zeros((3, 3, 3, 3))
    for t in 2 * np.pi * np.arange(n) / n:
        k = np.array([np.cos(t) / a, np.sin(t) / b, 0.0])
        acoustic = np.einsum('ijkl,j,l->ik', C_matrix, k, k)
        P += np.einsum('ik,j,l->ijkl', np.linalg.inv(acoustic), k, k) / n
    P = (0.5 * (P + P.transpose(1, 0, 2, 3))).reshape(9, 9)
    C0, C1 = C_matrix.reshape(9, 9), C_via.reshape(9, 9)
    rhs = P @ C1 @ (e * I3).ravel()
    return np.linalg.solve(np.eye(9) - P @ (C0 - C1), rhs).reshape(3, 3)


# ---- Tests of the interior and exterior fields on several shapes
worst_in = worst_out = worst_avg = worst_ratio = 0.0
for a, b, nu in [(4, 2, 0.28), (3, 3, 0.2), (1.5, 4, 0.4), (5, 1.5, 0.1)]:
    e = -1.4e-3
    m = e * (1 + nu) / (1 - nu)
    target = np.diag(formula_strain(a, b, e, nu))

    def layer(x, y):
        return layer_displacement(x, y, a, b, e, nu)

    for s, q in [(0.0, 0.0), (0.4, 0.7), (0.75, 2.2), (0.8, 4.0)]:
        G = gradient(layer, s * a * np.cos(q), s * b * np.sin(q))
        strain = 0.5 * (G + G.T)
        worst_in = max(worst_in, np.max(abs(strain - target)) / abs(m))
        worst_ratio = max(worst_ratio, abs(a * strain[0, 0]
                                           / (b * strain[1, 1]) - 1))
    for s, q in [(1.4, 0.3), (1.6, 2.0), (3.0, 4.4)]:
        x, y = s * a * np.cos(q), s * b * np.sin(q)
        gap = layer(x, y) - outside_displacement(x, y, a, b, e, nu)
        worst_out = max(worst_out, np.max(abs(gap)) / (abs(m) * min(a, b)))
    C = isotropic(130.0, nu)
    avg = general_strain(a, b, C, C, e)
    full = np.zeros((3, 3))
    full[:2, :2] = target
    worst_avg = max(worst_avg, np.max(abs(avg - full)) / abs(m))
assert worst_in < 1e-7
assert worst_ratio < 1e-7
assert worst_out < 1e-8
assert worst_avg < 1e-8

# ---- Worked example: round, rough values in the regime of copper in silicon
a, b = 4.0, 2.0
E, nu = 130.0, 0.28
alpha_via, alpha_si, dT = 17e-6, 3e-6, -100.0
e = (alpha_via - alpha_si) * dT
lam, mu = lame(E, nu)
m = e * (1 + nu) / (1 - nu)
exx, eyy = formula_strain(a, b, e, nu)
C = isotropic(E, nu)
strain = np.diag([exx, eyy, 0.0])
stress = np.einsum('ijkl,kl->ij', C, strain - e * I3)
derived = -2 * mu * m * np.array([a / (a + b), b / (a + b), 1.0])
assert np.allclose(np.diag(stress), derived, rtol=1e-10)


def outside(x, y):
    return outside_displacement(x, y, a, b, e, nu)


def outside_stress(t):
    G = gradient(outside, a * np.cos(t), b * np.sin(t), 1e-4)
    full = np.zeros((3, 3))
    full[:2, :2] = 0.5 * (G + G.T)
    return np.einsum('ijkl,kl->ij', C, full)


# Displacement and traction must both be continuous at the interface
traction_gap = 0.0
for t in np.linspace(0.1, 6.2, 17):
    normal = np.array([b * np.cos(t), a * np.sin(t), 0.0])
    normal /= np.linalg.norm(normal)
    jump = (outside_stress(t) - stress) @ normal
    traction_gap = max(traction_gap, np.max(abs(jump)) / abs(stress[2, 2]))
    x, y = a * np.cos(t), b * np.sin(t)
    assert np.allclose(outside(x, y), [exx * x, eyy * y], atol=1e-12)
assert traction_gap < 1e-6
hoop_long = outside_stress(0.0)[1, 1]
hoop_short = outside_stress(np.pi / 2)[0, 0]
assert abs(hoop_long + stress[0, 0]) < 1e-6
assert abs(hoop_short + stress[1, 1]) < 1e-6
dev = stress - np.trace(stress) / 3 * I3
mises = np.sqrt(1.5 * np.sum(dev**2))

# ---- Sizes of neglected effects
E_cu, nu_cu, yield_cu = 120.0, 0.34, 200.0
c11, c12, c44 = 166.0, 64.0, 80.0
C_cu = isotropic(E_cu, nu_cu)
lam1, mu1 = lame(E_cu, nu_cu)
circle = general_strain(3.0, 3.0, C, C_cu, e)[0, 0]
circle_direct = (3 * lam1 + 2 * mu1) * e / (2 * (lam1 + mu1 + mu))
assert abs(circle / circle_direct - 1) < 1e-9
cases = [("isotropic matrix", C),
         ("cubic Si, x || [100]", stiffness(c11, c12, c44)),
         ("cubic Si, x || [110]", stiffness(c11, c12, c44, np.pi / 4))]
unequal = [(name, general_strain(a, b, C0, C_cu, e)) for name, C0 in cases]

half_length, pitch = 25.0, 40.0
solid_angle = 2 * dblquad(
    lambda s, q: a * b * s * half_length
    / (half_length**2 + (a * s * np.cos(q))**2 + (b * s * np.sin(q))**2)**1.5,
    0, 2 * np.pi, 0, 1)[0]
end_strain = m * solid_angle / (4 * np.pi)
neighbour = gradient(outside, pitch, 0.0)[0, 0]

t_ox, E_ox, nu_ox, alpha_ox = 0.2, 70.0, 0.17, 0.5e-6
lam_ox, mu_ox = lame(E_ox, nu_ox)
tip = a * exx
liner_soft = t_ox * stress[0, 0] * (1 / (lam_ox + 2 * mu_ox)
                                    - 1 / (lam + 2 * mu))
liner_heat = (t_ox * (alpha_ox - alpha_si) * dT
              * (1 + nu_ox) / (1 - nu_ox))

u = 1e6
print(f"Semi-axes a, b: {a:.1f}, {b:.1f} um")
print(f"Matched Young modulus: {E:.0f} GPa; Poisson ratio: {nu:.2f}")
print(f"Matched shear modulus: {mu:.2f} GPa")
print(f"Expansion via, Si: {alpha_via*u:.1f}, {alpha_si*u:.1f} ppm/K")
print(f"Temperature change: {dT:.0f} K")
print(f"Mismatch strain e: {e*u:.0f} microstrain")
print(f"Factor (1+nu)/(1-nu): {(1+nu)/(1-nu):.4f}")
print(f"In-plane strain sum m: {m*u:.1f} microstrain")
print(f"Strain xx (long axis): {exx*u:.1f} microstrain")
print(f"Strain yy (short axis): {eyy*u:.1f} microstrain")
print(f"Ratio yy/xx: {eyy/exx:.4f}; a/b: {a/b:.4f}")
print(f"Tip displacement x, y: {a*exx*1e3:.3f}, {b*eyy*1e3:.3f} nm")
print(f"Elastic strain xx, yy: {(exx-e)*u:.1f}, {(eyy-e)*u:.1f} microstrain")
free = alpha_si * dT
print(f"Free Si strain: {free*u:.0f} microstrain")
print(f"Strain with Si part xx, yy: {(exx+free)*u:.1f}, "
      f"{(eyy+free)*u:.1f} microstrain")
print(f"Ratio yy/xx with Si part: {(eyy+free)/(exx+free):.3f}")
print("Via stress xx, yy, zz: "
      + ", ".join(f"{v*1e3:.1f}" for v in np.diag(stress)) + " MPa")
print(f"Si hoop stress, long-axis tip: {hoop_long*1e3:.1f} MPa")
print(f"Si hoop stress, short-axis tip: {hoop_short*1e3:.1f} MPa")
print(f"Via von Mises stress: {mises*1e3:.1f} MPa")
print(f"Rough copper yield stress: {yield_cu:.0f} MPa")
print(f"Von Mises / yield: {mises*1e3/yield_cu:.2f}")
print(f"Cooling that reaches yield: {abs(dT)*yield_cu/(mises*1e3):.0f} K")
print(f"Unequal case, Cu modulus: {E_cu:.0f} GPa; Poisson: {nu_cu:.2f}")
print(f"Cubic Si c11, c12, c44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
for name, s in unequal:
    print(f"Cu via, {name}: xx {s[0,0]*u:.1f}, yy {s[1,1]*u:.1f} "
          f"microstrain, ratio {s[1,1]/s[0,0]:.3f}")
print(f"Via length: {2*half_length:.0f} um; pitch: {pitch:.0f} um")
print(f"Buried finite via, centre axial strain: {end_strain*u:.1f} microstrain")
print(f"  relative to strain xx: {100*end_strain/exx:.2f} %")
print(f"One neighbour, strain xx: {neighbour*u:.2f} microstrain")
print(f"  size relative to strain xx: {100*abs(neighbour/exx):.2f} %")
print(f"Oxide liner: {t_ox*1e3:.0f} nm, {E_ox:.0f} GPa, Poisson {nu_ox:.2f}, "
      f"{alpha_ox*u:.1f} ppm/K")
print(f"Liner compliance / tip displacement: {100*abs(liner_soft/tip):.1f} %")
print(f"Liner expansion / tip displacement: {100*abs(liner_heat/tip):.1f} %")
print(f"Test, force layer, interior strain error / m: {worst_in:.1e}")
print(f"Test, force layer, a*xx/(b*yy) - 1: {worst_ratio:.1e}")
print(f"Test, exterior displacement error / (m*min(a,b)): {worst_out:.1e}")
print(f"Test, direction average, strain error / m: {worst_avg:.1e}")
print(f"Test, traction jump / axial stress: {traction_gap:.1e}")
print("verified")
```

Output:

```
Semi-axes a, b: 4.0, 2.0 um
Matched Young modulus: 130 GPa; Poisson ratio: 0.28
Matched shear modulus: 50.78 GPa
Expansion via, Si: 17.0, 3.0 ppm/K
Temperature change: -100 K
Mismatch strain e: -1400 microstrain
Factor (1+nu)/(1-nu): 1.7778
In-plane strain sum m: -2488.9 microstrain
Strain xx (long axis): -829.6 microstrain
Strain yy (short axis): -1659.3 microstrain
Ratio yy/xx: 2.0000; a/b: 2.0000
Tip displacement x, y: -3.319, -3.319 nm
Elastic strain xx, yy: 570.4, -259.3 microstrain
Free Si strain: -300 microstrain
Strain with Si part xx, yy: -1129.6, -1959.3 microstrain
Ratio yy/xx with Si part: 1.734
Via stress xx, yy, zz: 168.5, 84.3, 252.8 MPa
Si hoop stress, long-axis tip: -168.5 MPa
Si hoop stress, short-axis tip: -84.3 MPa
Via von Mises stress: 145.9 MPa
Rough copper yield stress: 200 MPa
Von Mises / yield: 0.73
Cooling that reaches yield: 137 K
Unequal case, Cu modulus: 120 GPa; Poisson: 0.34
Cubic Si c11, c12, c44: 166, 64, 80 GPa
Cu via, isotropic matrix: xx -887.2, yy -1876.1 microstrain, ratio 2.115
Cu via, cubic Si, x || [100]: xx -778.6, yy -1836.9 microstrain, ratio 2.359
Cu via, cubic Si, x || [110]: xx -778.6, yy -1836.9 microstrain, ratio 2.359
Via length: 50 um; pitch: 40 um
Buried finite via, centre axial strain: -15.7 microstrain
  relative to strain xx: 1.90 %
One neighbour, strain xx: 6.26 microstrain
  size relative to strain xx: 0.75 %
Oxide liner: 200 nm, 70 GPa, Poisson 0.17, 0.5 ppm/K
Liner compliance / tip displacement: 7.4 %
Liner expansion / tip displacement: 2.1 %
Test, force layer, interior strain error / m: 3.6e-13
Test, force layer, a*xx/(b*yy) - 1: 1.0e-12
Test, exterior displacement error / (m*min(a,b)): 1.4e-15
Test, direction average, strain error / m: 2.1e-15
Test, traction jump / axial stress: 1.1e-08
verified
```
